\section*{Why two isolated hydrogen atoms cannot form a stable molecule}

\section{Two atoms meet in a thin gas}

In a low-pressure hydrogen plasma, electron impact splits molecules into atoms. Two of these atoms may later meet in the gas. They attract one another, and the bond they could form would lower their energy by several electronvolts. Yet if nothing else is near and no light is emitted, they separate again. The question is what prevents them from keeping the bond.

Take both atoms in the 1s state, each of mass $m$. The zero of energy is the pair at rest and far apart. A molecule is called \emph{stable} here if its internal energy lies below this zero, so that it cannot fall apart unaided. Level $j$ of such a molecule has internal energy $-B_j$, where $B_j>0$ is its binding energy. The motion is nonrelativistic until the photon is considered.

The numbers below refer to atoms crossing at right angles with speeds $v_1=4000$ m/s and $v_2=3000$ m/s. Their attraction is modelled by a Morse curve,
\begin{equation}
V(r)=D\left[e^{-2a(r-r_e)}-2e^{-a(r-r_e)}\right],
\end{equation}
with round parameters $D=4.7$ eV, $a=20$ nm$^{-1}$ and $r_e=0.074$ nm. The curve tends to zero at large separation $r$ and has its minimum, $-D$, at $r_e$. The conservation argument does not depend on this choice; the lifetimes and level positions do.

\section{The share locked in the common motion}

Let $\mathbf V=(\mathbf v_1+\mathbf v_2)/2$ be the velocity of the centre of mass and $\mathbf v=\mathbf v_1-\mathbf v_2$ the relative velocity. Then $\mathbf v_1=\mathbf V+\mathbf v/2$ and $\mathbf v_2=\mathbf V-\mathbf v/2$. The kinetic energy is
\begin{align}
K&=\frac m2\left|\mathbf V+\frac{\mathbf v}{2}\right|^2
 +\frac m2\left|\mathbf V-\frac{\mathbf v}{2}\right|^2\\
&=\frac m2\left(2V^2+\frac{v^2}{2}\right)=mV^2+\frac{mv^2}{4},
\end{align}
because the terms $\pm\mathbf V\cdot\mathbf v$ cancel. With total momentum $\mathbf P=2m\mathbf V$ and reduced mass $\mu=m/2$,
\begin{equation}
K=\frac{P^2}{4m}+\frac{\mu v^2}{2}.
\label{split}
\end{equation}

The forces between the atoms are equal and opposite, so $\mathbf P$ is constant. The first term therefore keeps its value throughout the encounter. It cannot absorb energy released by bond formation. Nor can it supply any. A molecule formed from the pair would have to travel with this same $\mathbf P$.

For the example, $m=1.6735\times10^{-27}$ kg and
\begin{equation}
K=\tfrac12 m(4000^2+3000^2)\ \mathrm{m^2/s^2}=0.1306\ \mathrm{eV}.
\end{equation}
The velocities are perpendicular, so $|\mathbf v_1+\mathbf v_2|=|\mathbf v_1-\mathbf v_2|=5000$ m/s, and the two terms of \eqref{split} are equal. Each is 0.0653 eV. Half the laboratory energy is thus out of reach of the bond. In another frame of reference the first term would differ, but the second would not.

\section{The share left for the bond}

The internal energy is the relative kinetic energy plus the potential energy:
\begin{equation}
E_{\rm int}=\frac{\mu v^2}{2}+V(r).
\end{equation}
The relative motion obeys $\mu\dot{\mathbf v}=-\nabla V$. Hence
\begin{equation}
\frac{dE_{\rm int}}{dt}=\mathbf v\cdot(\mu\dot{\mathbf v}+\nabla V)=0.
\end{equation}
Before the encounter $V=0$, so the constant value is
\begin{equation}
E_{\rm int}=E_{\rm rel}=\frac{\mu v_\infty^2}{2}\ge0,
\label{budget}
\end{equation}
where $v_\infty$ is the relative speed at large separation. A stable molecule would require $E_{\rm rel}=-B_j$. The left side is not negative and the right side is negative, so no speed or direction satisfies the condition.

Slowing the atoms does not help. As $v_\infty\to0$, the internal energy approaches zero from above, while the molecule needs a value below zero. The amount to be removed is
\begin{equation}
Q_j=E_{\rm rel}+B_j,
\end{equation}
which falls to $B_j$ in this limit, not to zero.

Solving the radial Schr\"odinger equation for the model without rotation gives 17 bound levels. The lowest has $B_0=4.425$ eV and the highest has $B=1.82$ meV. To reach them, the example pair must lose
\begin{align}
Q_{\rm lowest}&=0.0653+4.4249=4.490\ \mathrm{eV},\\
Q_{\rm highest}&=0.0653+0.0018=0.067\ \mathrm{eV}.
\end{align}
For the highest level nearly all of the loss is the original relative kinetic energy. For the lowest, nearly all of it is the bond energy.

Two lumps of clay can stick because their relative kinetic energy spreads over very many internal motions as heat. The two atoms have no such store at this energy. Their first electronic excitation costs 10.20 eV, far more than 0.0653 eV. In any case, moving energy into the electrons would not remove it from the pair, and the total internal energy would remain above zero.

\section{What the attractive well contributes}

The well does not remove energy. It converts potential energy into kinetic energy. At the minimum of the curve,
\begin{equation}
\frac{\mu v^2}{2}=E_{\rm rel}-V(r_e)=0.0653+4.7=4.765\ \mathrm{eV}.
\end{equation}
The atoms are fastest where the attraction has done the most work, and that kinetic energy is what they need to climb out again.

Classical trajectories show this exchange. The impact parameter $b$ is the distance by which the atoms would miss each other if they did not interact. For $b=0$, 0.1, 0.2, 0.3 and 0.4 nm, the atoms are between 8.2 and 9.0 nm apart after 2000 fs. At $b=0.1$ nm they approach to about 0.04 nm and spend 29.5 fs within 0.3 nm of each other. They are close, but at no time bound.

\section{Does quantum mechanics open a gap in the argument?}

A localized atom does not have a sharply defined energy, so one might ask whether the spread could reach below zero. Separate the Hamiltonian as in \eqref{split}:
\begin{equation}
\hat H=\frac{\hat P^2}{4m}+\hat h,\qquad
\hat h=\frac{\hat p^2}{2\mu}+V(\hat r),
\end{equation}
where $\hat p$ is the relative momentum operator. Let $\phi_j$ be a bound state, $\hat h\phi_j=-B_j\phi_j$, and let $\psi(t)$ be the relative state. Since $\hat h$ is Hermitian,
\begin{align}
\langle\phi_j|\psi(t)\rangle
&=\langle\phi_j|e^{-i\hat ht/\hbar}|\psi(0)\rangle\\
&=e^{iB_jt/\hbar}\langle\phi_j|\psi(0)\rangle .
\end{align}
The phase has magnitude one, so the probability of being in $\phi_j$ does not change:
\begin{equation}
|\langle\phi_j|\psi(t)\rangle|^2=|\langle\phi_j|\psi(0)\rangle|^2 .
\end{equation}
For atoms that start far apart, the right side tends to zero, because $\phi_j$ is confined near the well. An energy spread in the incoming packet is a spread over states above the threshold.

A packet without rotation, centred at 2.0 nm with a position spread of 0.15 nm, was sent inward at 5000 m/s. The probability of finding the atoms within 0.3 nm rose to about 0.28 and had fallen to $3\times10^{-10}$ after 800 fs, when it was still decreasing. The total probability in the 17 bound levels stayed below $10^{-8}$. A large probability of closeness therefore went with a negligible probability of binding.

\section{What rotation contributes: delay}

Rotation adds a kinetic energy $L^2/(2\mu r^2)$, with $L^2=\hbar^2J(J+1)$. The radial motion then takes place in
\begin{equation}
V_J(r)=V(r)+\frac{\hbar^2J(J+1)}{2\mu r^2}.
\end{equation}
The added term is positive and falls more slowly with distance than the Morse attraction. For suitable $J$ it leaves a well behind a barrier that rises above zero. A state inside may have $E>0$ and still be held for a time. It is quasi-bound, and not stable in the sense defined above.

The lifetime follows from the number of attempts to escape and the chance of success. In the barrier, the radial wave function obeys $u''=\kappa^2u$ with
\begin{equation}
\kappa(r)=\frac{\sqrt{2\mu[V_J(r)-E]}}{\hbar}.
\end{equation}
If $\kappa$ varies slowly, the amplitude falls by about $e^{-S}$, where $S=\int\kappa\,dr$ is taken across the barrier. The probability falls by $e^{-2S}$. The state meets the barrier once in each classical period $T_{\rm cl}$, so the decay rate is $e^{-2S}/T_{\rm cl}$ and
\begin{equation}
\tau\simeq T_{\rm cl}\,e^{2S}.
\label{life}
\end{equation}
This estimate requires a barrier thick enough that $e^{-2S}\ll1$.

The model has such a state at $J=19$, with energy 0.0618 eV under a barrier top of 0.0911 eV. Here $T_{\rm cl}=58.7$ fs and $e^{-2S}=2.67\times10^{-4}$, so \eqref{life} gives 219 ps. Solving the radial equation with an absorbing region at large $r$ gives 226 ps, about 3\% longer. The pair makes thousands of vibrations and then comes apart.

The same barrier also hinders entry. The energy width of the state is
\begin{equation}
\Gamma=\frac{\hbar}{\tau}
=\frac{6.58\times10^{-16}\ \mathrm{eV\,s}}{2.26\times10^{-10}\ \mathrm{s}}
\approx2.9\times10^{-6}\ \mathrm{eV}.
\end{equation}
A collision must have the right $J$ and an energy within roughly this width to populate the state appreciably. The long delay is bought at the price of a narrow entrance.

\section{What a third body contributes}

\subsection{How it removes internal energy}

Consider motion along a line, with $r=x_2-x_1$, and let an outside particle exert a force $F$ on atom 2. The equations of motion are $m\ddot x_1=V'(r)$ and $m\ddot x_2=-V'(r)+F$. Subtracting the first from the second gives $m\ddot r=-2V'(r)+F$. Dividing by 2 and using $\mu=m/2$,
\begin{equation}
\mu\ddot r=-V'(r)+\frac F2 .
\end{equation}
The internal energy is no longer constant:
\begin{equation}
\frac{dE_{\rm int}}{dt}=\dot r\,[\mu\ddot r+V'(r)]=\frac{F\dot r}{2}.
\label{work}
\end{equation}
If the atoms are separating, $\dot r>0$, and the third body pushes atom 2 back, $F<0$, then $E_{\rm int}$ falls. If the same push comes while the atoms are approaching, $E_{\rm int}$ rises. A third body can therefore help or hinder, depending on its timing.

\subsection{Where the energy goes}

Use the frame in which all three particles together have zero momentum. After the collision, the molecule of mass $2m$ and the third body of mass $m_M$ have opposite momenta of magnitude $q$. Their kinetic energy is
\begin{equation}
K_f=\frac{q^2}{2}\left(\frac1{2m}+\frac1{m_M}\right)
=\frac{q^2}{2m_M}\,\frac{2m+m_M}{2m}.
\end{equation}
The third body's part is $K_M=q^2/(2m_M)$. With $E_{\rm tot}$ the total energy in this frame and $E_{\rm pair}$ the final internal energy of the pair, $K_f=E_{\rm tot}-E_{\rm pair}$, and so
\begin{equation}
K_M=\frac{2m}{2m+m_M}\,(E_{\rm tot}-E_{\rm pair}).
\label{share}
\end{equation}
Now $E_{\rm pair}$ may be negative, since $K_f$ can grow to compensate.

The two limits show what the third body is for. If $m_M\ll2m$, it carries nearly all of $K_f$. If $m_M\gg2m$, it carries almost none, yet the conservation laws still allow binding: the heavy body can take up momentum, and a molecule so formed leaves with the energy as translation. Whether binding occurs depends on the timing in \eqref{work}. For two isolated atoms this outlet was closed because $\mathbf P$ was fixed.

\subsection{A collinear example}

Two atoms 1 nm apart approach at a relative speed of 5000 m/s. A structureless third body of mass $2m$ follows one of them at 4000 m/s, measured in the frame where the pair's centre of mass is initially at rest. It repels the nearer atom with an energy of 50 eV times $e^{-x/\ell}$, where $x$ is their distance and $\ell=1/40$ nm. Its initial distance behind that atom was varied from 0.30 to 0.90 nm in steps of 0.01 nm, with all else fixed.

Of these 61 starts, 17 left a pair bound by more than 0.005 eV with the third body over 1 nm away. The most strongly bound case began at 0.39 nm. It had $E_{\rm tot}=0.1489$ eV and $E_{\rm pair}=-0.036$ eV. Equation \eqref{share} gives
\begin{equation}
K_M=\tfrac12(0.1489+0.036)\ \mathrm{eV}\approx0.092\ \mathrm{eV}.
\end{equation}
With the unrounded pair energy the formula gives 0.093 eV, in agreement with the trajectory. With the repulsion switched off, the pair kept its 0.0653 eV and separated.

Even this best case removed only about 0.10 eV, compared with the 4.49 eV needed for the lowest level. In this set of collisions the new molecule is weakly bound and strongly vibrating. It must lose more energy later to reach its ground level. The fraction 17/61 belongs to the chosen line of starts and is not a recombination probability for a gas.

\section{What a photon contributes}

A photon can carry away much energy with little momentum. In the frame where the atoms have zero total momentum, a photon of energy $E_\gamma$ has momentum $E_\gamma/c$, and the molecule recoils with the same magnitude. Neglecting the small difference between the molecular mass and $2m$, energy conservation reads
\begin{equation}
E_{\rm rel}=-B_j+E_\gamma+\frac{E_\gamma^2}{4mc^2}.
\end{equation}
Since $Q_j=E_{\rm rel}+B_j$ is far smaller than $mc^2$, replacing $E_\gamma$ by $Q_j$ in the last term gives, to leading order,
\begin{equation}
E_\gamma\simeq Q_j-\frac{Q_j^2}{4mc^2}.
\end{equation}
For the lowest level the photon takes 4.490 eV and the recoil $5.4\times10^{-9}$ eV. Conservation laws therefore permit this route.

They do not make it fast. With the nuclei held fixed, the ground electronic state of two identical atoms has a definite parity under inversion through their midpoint. Its charge density is then unchanged by inversion, while a dipole moment would change sign, so the dipole moment vanishes at every $r$. Electric dipole emission within this electronic state is absent in this approximation, and weaker processes must do the work.

\section{The contributions weighed in a reactor}

Take a gas at 1 Torr and 500 K, for which $k_BT=0.0431$ eV. Its number density is
\begin{equation}
n=\frac{p}{k_BT}=1.93\times10^{22}\ \mathrm{m^{-3}}.
\end{equation}
Choose a collision cross-section $\sigma=0.3$ nm$^2$. For a pair of atoms meeting a molecule, both partners have mass $2m$ and their reduced mass is $m$. The mean relative speed is $\bar v=\sqrt{8k_BT/(\pi m)}=3241$ m/s, and the mean time between collisions is
\begin{equation}
t_{\rm gas}=\frac1{n\sigma\bar v}=53\ \mathrm{ns}.
\end{equation}

The chance that a third body arrives during a short interval $t$ is about $t/t_{\rm gas}$. For the direct encounter at $b=0.1$ nm this is $5.5\times10^{-7}$, or about one in two million. For the quasi-bound state it is $4.2\times10^{-3}$: much larger, but still small, and available only to the few collisions that enter that state. These are chances of meeting a third body, not of binding. At fixed temperature they grow in proportion to pressure as long as they remain small.

These settings are roughly those of a low-pressure hydrogen plasma, and the model's binding energy is close to the rough 4.5 eV of the real molecule. The Morse curve is too attractive at separations of roughly 0.2 to 0.6 nm, and beyond about 0.7 nm it falls off too quickly, so its highest levels and the 226 ps lifetime should not be assigned to real hydrogen. It also describes just one of the four combined electron-spin states of two atoms, the singlet; the other three follow a mainly repulsive curve. The assumption that a real reactor breaks most plainly is isolation. In the gas, with the chosen cross-section and the 0.3 nm measure of contact, it fails in roughly one direct encounter in one to two million; more grazing collisions last somewhat longer than the one at $b=0.1$ nm. At a wall it fails completely, because an atom held there has a heavy partner at hand throughout the meeting. Where gas-phase third bodies are this rare, walls can dominate recombination, provided that atoms reach them and the surface lets them react.

The remaining neglected effects do not alter the sign in \eqref{budget}. The hyperfine splitting is 5.87 $\mu$eV per atom, and atoms in the upper hyperfine level start with slightly more energy above the lowest threshold, not less. The mass lost on forming the lowest level is $2.4\times10^{-9}$ of the pair's mass. Relativity leads to the same conclusion: in the zero-momentum frame the atoms bring at least $2mc^2$, whereas the molecule at rest has $2mc^2-B_j$. The difference must leave with something else. The values used here are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H atom mass: 1.6735e-27 kg
atom speeds, at right angles: 4000, 3000 m/s
relative speed: 5000 m/s
total kinetic energy, lab: 0.1306 eV
centre-of-mass kinetic energy: 0.0653 eV
relative kinetic energy E_rel: 0.0653 eV = 1.046e-20 J
Morse depth 4.7 eV, range 20.0 1/nm, minimum 0.074 nm
number of bound levels, J=0: 17
binding energy, lowest level: 4.4249 eV = 7.089e-19 J
binding energy, highest level: 1.820 meV
energy to remove for lowest level: 4.4902 eV
energy to remove for highest level: 0.0671 eV
TWO ATOMS, CLASSICAL
impact parameters: [0.0, 0.1, 0.2, 0.3, 0.4] nm
separations after 2000 fs: [9.01 8.98 8.88 8.68 8.18] nm
largest drift of internal energy: 4.7e-09 eV
impact 0.1 nm: closest approach 0.0411 nm
impact 0.1 nm: peak relative kinetic energy 4.765 eV
impact 0.1 nm: time with r < 0.3 nm 29.5 fs
TWO ATOMS, WAVE PACKET (J=0)
largest probability of r < 0.3 nm: 0.277
final probability of r < 0.3 nm: 3.0e-10
largest probability in bound levels: 6.4e-09
THIRD BODY, COLLINEAR
third-body mass / atom mass: 2; speed 4000 m/s
wall: 50.0 eV, steepness 40.0 1/nm
starts tried: 61; captured: 17
shown start, third body behind atom: 0.39 nm
total energy in common CM frame: 0.1489 eV
final pair energy: -0.036 eV
final third-body energy, trajectory: 0.093 eV
final third-body energy, formula: 0.093 eV
pair energy with third body off: 0.0653 eV
QUASI-BOUND STATE
J = 19; energy 0.0618 eV; barrier top 0.0911 eV
classical period in well: 58.7 fs
barrier transmission exp(-2S): 2.67e-04
lifetime, absorbing boundary: 226 ps
lifetime, barrier formula: 219 ps
PHOTON, LOWEST LEVEL
photon energy: 4.4902 eV
molecular recoil energy: 5.37e-09 eV
GAS AND NEGLECTED EFFECTS
gas: 1.0 Torr, 500 K, kT = 0.0431 eV
number density: 1.931e+22 1/m^3
chosen collision cross-section: 0.3 nm^2
mean relative speed, partners of mass 2m: 3241 m/s
time between gas collisions: 53.3 ns
encounter time / gas collision time: 5.5e-07
quasi-bound life / gas collision time: 4.2e-03
hyperfine splitting of one atom: 5.87 micro-eV
first electronic excitation of H: 10.20 eV
mass defect / pair mass: 2.4e-09
\end{verbatim}
